# Which derivative is continuous where the effective mass changes?: test program

```python
"""
Result under test: for H = -(hbar^2/2) d/dx (1/m) d/dx + V, the quantities
psi and psi'/m are continuous at a mass step. Making psi and psi' continuous
instead makes the probability current jump by g = m_e/m_d.
Symbols: m_e, m_d  electrode and dielectric mass (free-electron masses)
         E_F  Fermi energy above the electrode band bottom (eV)
         phi  barrier above the Fermi level (eV);  F  field (V/nm)
         T, R  transmitted and reflected flux over incident flux
         slope factor q: psi'_electrode = q psi'_dielectric
                         (q = g right rule, q = 1 wrong rule)
Lengths in nm, energies in eV. The electrode lies at x < 0.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, expit

C2 = 2 * sc.m_e * sc.e / sc.hbar**2 * 1e-18      # 2 m0/hbar^2, 1/(eV nm^2)
m_e, m_d = 1.0, 0.5
E_F, phi, F = 7.0, 3.0, 0.6
g = m_e / m_d
k = np.sqrt(C2 * m_e * E_F)
kappa = np.sqrt(C2 * m_d * phi)
print(f"masses m_e, m_d: {m_e}, {m_d} m0; ratio g = {g}")
print(f"Fermi energy {E_F} eV, barrier {phi} eV, field {F*10:.1f} MV/cm")
print(f"k = {k:.3f} /nm, kappa = {kappa:.3f} /nm, exit at {phi/F:.2f} nm")


# ---------- graded interface, solved without any matching rule ----------
def graded(width, energy, step, field, start, psi, dpsi):
    """Integrate leftwards; return T, R, psi'(+w/2)/psi'(-w/2)."""
    def rhs(x, y):
        u = min(max(x / width + 0.5, 0.0), 1.0)
        s = u * u * (3 - 2 * u)
        dm = (m_d - m_e) * 6 * u * (1 - u) / width
        m = m_e + (m_d - m_e) * s
        pot = step * s - field * max(x, 0.0)
        return [y[1], dm / m * y[1] + C2 * m * (pot - energy) * y[0]]
    flux_out = (np.conj(psi) * dpsi).imag / m_d
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-12)
    y = np.array([psi, dpsi], complex)
    right = solve_ivp(rhs, (start, width / 2), y, **opts).y[:, -1]
    left = solve_ivp(rhs, (width / 2, -width / 2), right, **opts).y[:, -1]
    kin = np.sqrt(C2 * m_e * energy)
    inc = (left[0] + left[1] / (1j * kin)) / 2
    ref = (left[0] - left[1] / (1j * kin)) / 2
    T = flux_out / (kin / m_e * abs(inc)**2)
    return T, abs(ref / inc)**2, (right[1] / left[1]).real


# ---------- flat band: a pure mass step ----------
E1 = 1.0
k1, k2 = np.sqrt(C2 * m_e * E1), np.sqrt(C2 * m_d * E1)


def flat_step(q):
    r = (k1 - q * k2) / (k1 + q * k2)
    t = 1 + r
    return t**2 * (k2 / m_d) / (k1 / m_e), r**2


T_flat, R_flat = flat_step(g)
T_flat_bad, R_flat_bad = flat_step(1.0)
T_num, R_num, _ = graded(1e-3, E1, 0.0, 0.0, 0.5, 1.0, 1j * k2)
assert abs(T_num - T_flat) < 1e-4 and abs(R_num - R_flat) < 1e-4
assert abs(T_flat + R_flat - 1) < 1e-12
assert T_flat_bad + R_flat_bad > 1.5
print(f"flat step at {E1} eV, k = {k1:.3f} and {k2:.3f} /nm")
print(f"  right rule: T = {T_flat:.4f}, R = {R_flat:.4f}, "
      f"sum = {T_flat+R_flat:.4f}")
print(f"  wrong rule: T = {T_flat_bad:.4f}, R = {R_flat_bad:.4f}, "
      f"sum = {T_flat_bad+R_flat_bad:.4f}")
print(f"  graded 0.001 nm, no rule: T = {T_num:.4f}, R = {R_num:.4f}")

# ---------- closed box with two masses: hermiticity ----------
a = 1.0


def box_states(q):
    def condition(E):
        p1, p2 = np.sqrt(C2 * m_e * E), np.sqrt(C2 * m_d * E)
        return (p1 * np.cos(p1 * a) * np.sin(p2 * a)
                + q * p2 * np.cos(p2 * a) * np.sin(p1 * a))
    grid = np.linspace(0.02, 4.0, 800)
    vals = [condition(E) for E in grid]
    roots = [brentq(condition, grid[i], grid[i + 1], xtol=1e-13)
             for i in range(len(grid) - 1) if vals[i] * vals[i + 1] < 0]
    return roots[:2]


def box_overlap(E_pair, weight_e=1.0, weight_d=1.0):
    def pieces(E):
        p1, p2 = np.sqrt(C2 * m_e * E), np.sqrt(C2 * m_d * E)
        A, B = np.sin(p2 * a), np.sin(p1 * a)
        return (lambda x: A * np.sin(p1 * (x + a)),
                lambda x: B * np.sin(p2 * (a - x)))
    f, h = pieces(E_pair[0]), pieces(E_pair[1])

    def inner(u, v, we, wd):
        return (we * quad(lambda x: u[0](x) * v[0](x), -a, 0)[0]
                + wd * quad(lambda x: u[1](x) * v[1](x), 0, a)[0])
    norm = np.sqrt(inner(f, f, 1, 1) * inner(h, h, 1, 1))
    return inner(f, h, weight_e, weight_d) / norm


E_right, E_wrong = box_states(g), box_states(1.0)
S_right, S_wrong = box_overlap(E_right), box_overlap(E_wrong)
assert abs(S_right) < 1e-8 and abs(S_wrong) > 0.05
assert abs(box_overlap(E_wrong, m_e, m_d)) < 1e-8
# Energy functional on a grid: only continuity of psi is imposed.
n = 1000                                         # cells on each side
h = a / n
inv_m = np.r_[np.full(n, 1 / m_e), np.full(n, 1 / m_d)]
E_var = eigh_tridiagonal((inv_m[:-1] + inv_m[1:]) / (C2 * h**2),
                         -inv_m[1:-1] / (C2 * h**2),
                         select="i", select_range=(0, 1))[0]
assert np.allclose(E_var, E_right, rtol=1e-4)
assert abs(E_var[0] / E_wrong[0] - 1) > 0.02
print(f"box, {a} nm of each mass, two lowest levels in eV:")
print(f"  right rule {E_right[0]:.4f}, {E_right[1]:.4f}; "
      f"overlap size {abs(S_right):.0e}")
print(f"  wrong rule {E_wrong[0]:.4f}, {E_wrong[1]:.4f}; "
      f"overlap size {abs(S_wrong):.4f}")
print(f"  energy minimization {E_var[0]:.4f}, {E_var[1]:.4f}")
print(f"  wrong-rule norm of equal superposition: "
      f"{1-abs(S_wrong):.3f} to {1+abs(S_wrong):.3f}")


# ---------- injection through the field-tilted barrier ----------
def transmission(E_x, barrier, q, mass=m_d):
    """Flux in the dielectric over incident flux."""
    l = (1 / (C2 * mass * F))**(1 / 3)
    ai, aip, bi, bip = airy(barrier / (F * l))
    u, du = bi + 1j * ai, -(bip + 1j * aip) / l
    kin = np.sqrt(C2 * m_e * E_x)
    c = 2j * kin / (1j * kin * u + q * du)
    return abs(c)**2 * (m_e / mass) / (np.pi * l * kin)


def ledger(value_factor, q):
    """High-precision T (flux measured at 20 nm) and 1-R separately."""
    l = (1 / (mp.mpf(C2) * m_d * F))**(mp.mpf(1) / 3)

    def wave(x):
        z = (phi / mp.mpf(F) - x) / l
        u = mp.airybi(z) + 1j * mp.airyai(z)
        du = -(mp.airybi(z, derivative=1)
               + 1j * mp.airyai(z, derivative=1)) / l
        return u, du
    u0, du0 = wave(0)
    kin = mp.mpf(k)
    c = 2j * kin / (1j * kin * value_factor * u0 + q * du0)
    r = value_factor * c * u0 - 1
    u, du = wave(20)
    T = abs(c)**2 * mp.im(mp.conj(u) * du) / m_d / (kin / m_e)
    return float(T), float(1 - abs(r)**2)


mp.mp.dps = 60
T_r, loss_r = ledger(1, g)
T_w, loss_w = ledger(1, 1)
T_o, loss_o = ledger(mp.sqrt(g), mp.sqrt(g))     # other ordering
assert abs(T_r / loss_r - 1) < 1e-10
assert abs(T_w / loss_w - g) < 1e-10
assert abs(T_o / loss_o - 1) < 1e-10 and abs(T_o / T_r - 1) > 0.1
assert abs(T_o / loss_w - 1) < 1e-10
assert abs(transmission(E_F, phi, g) / T_r - 1) < 1e-8
print("injection at the Fermi level, normal incidence:")
print(f"  right rule: T = {T_r:.4e}, 1-R = {loss_r:.4e}")
print(f"  wrong rule: T = {T_w:.4e}, 1-R = {loss_w:.4e}")
print(f"  wrong T/(1-R) = {T_w/loss_w:.4f}")
print(f"  wrong/right: dielectric flux {T_w/T_r:.4f}, "
      f"electrode loss {loss_w/loss_r:.4f}")
print(f"  other ordering: T = {T_o:.4e}, 1-R = {loss_o:.4e}")


def action(depth, x1, x2):
    """Twice the integral of the decay constant."""
    return 2 * quad(lambda x: np.sqrt(C2 * m_d * max(depth(x), 0.0)),
                    x1, x2, limit=200)[0]


two_S = 4 * np.sqrt(C2 * m_d) * phi**1.5 / (3 * F)
S_direct = action(lambda x: phi - F * x, 0, phi / F)
assert abs(two_S / S_direct - 1) < 1e-6
T_thick = 4 * g * k * kappa / (k**2 + g**2 * kappa**2) * np.exp(-two_S)
ratio_thick = (k**2 + g**2 * kappa**2) / (k**2 + kappa**2)
assert abs(T_thick / T_r - 1) < 0.03             # omitted terms ~ 1/two_S
assert abs(ratio_thick / (T_w / T_r) - 1) < 0.03
print(f"  thick barrier: 2S = {two_S:.3f}, T = {T_thick:.4e}, "
      f"wrong/right = {ratio_thick:.4f}")

# Same injection with a graded interface and a far outgoing wave.
x_far = 30.0
k_far = np.sqrt(C2 * m_d * (F * x_far - phi))
slope_far = 1j * k_far - C2 * m_d * F / (4 * k_far**2)
errors = []
print("graded interface: width (nm), psi' ratio dielectric/electrode, T")
for width in (1e-2, 1e-3, 1e-4):
    T_g, _, jump = graded(width, E_F, E_F + phi, F, x_far, 1.0, slope_far)
    errors.append(abs(jump - m_d / m_e))
    print(f"  {width:.4f}  {jump:.5f}  {T_g:.4e}")
assert 8 < errors[0] / errors[1] < 12 and 8 < errors[1] / errors[2] < 12
assert errors[2] < 1e-3 and abs(T_g / T_r - 1) < 1e-3

# ---------- equal electrodes on both sides ----------
d = 1.0


def sandwich(q):
    e = np.exp(-kappa * d)
    M = np.array([[1, -1, -e, 0],
                  [-1j * k, q * kappa, -q * kappa * e, 0],
                  [0, e, 1, -1],
                  [0, -q * kappa * e, q * kappa, -1j * k]], complex)
    r, A, B, t = np.linalg.solve(M, np.array([-1, -1j * k, 0, 0]))
    mid = np.exp(-kappa * d / 2)
    psi, dpsi = (A + B) * mid, kappa * (B - A) * mid
    inside = (np.conj(psi) * dpsi).imag / m_d / (k / m_e)
    return abs(t)**2, abs(r)**2, inside


T_sr, R_sr, in_sr = sandwich(g)
T_sw, R_sw, in_sw = sandwich(1.0)
assert abs(T_sr + R_sr - 1) < 1e-11 and abs(T_sw + R_sw - 1) < 1e-11
assert abs(in_sr / T_sr - 1) < 1e-6 and abs(in_sw / T_sw - g) < 1e-6
assert abs(T_sw / T_sr - 1) > 0.1
print(f"equal electrodes, {d} nm flat barrier of {phi} eV:")
print(f"  right rule: T = {T_sr:.4e}, inside flux = {in_sr:.4e}")
print(f"  wrong rule: T = {T_sw:.4e}, inside flux = {in_sw:.4e}")
print(f"  wrong/right T = {T_sw/T_sr:.4f}; T+R = 1 in both cases")

# ---------- current density at zero temperature ----------
below = np.linspace(0, 1.0, 401)[:, None]        # depth under Fermi level
trans = np.linspace(0, 0.5, 401)[None, :]        # transverse energy
prefactor = sc.e * sc.m_e * m_e / (2 * np.pi**2 * sc.hbar**3)
prefactor *= sc.e**2 * 1e-4                      # A/(cm^2 eV^2)


def current(q):
    T = transmission(E_F - below - trans, phi + below + g * trans, q)
    return prefactor * simpson(simpson(T, x=trans[0], axis=1),
                               x=below[:, 0])


J_r, J_w = current(g), current(1.0)
slope = 2 * kappa / F                            # -d(2S)/dE, 1/eV
J_est = prefactor * T_r / (g * slope**2)
assert abs(J_est / J_r - 1) < 0.10               # linearized exponent
print(f"J right = {J_r:.3e} A/cm2, linearized = {J_est:.3e} A/cm2")
print(f"J wrong: dielectric {J_w:.3e}, electrode {J_w/g:.3e} A/cm2")

# ---------- sizes of neglected effects ----------
eps_opt, gap, temp, trap = 2.0, 8.0, 378.0, 1.0
img = sc.e / (16 * np.pi * sc.epsilon_0 * eps_opt) * 1e9    # eV nm
root = np.sqrt(phi**2 - 4 * F * img)
S_img = action(lambda x: phi - F * x - img / x,
               (phi - root) / (2 * F), (phi + root) / (2 * F))
S_gap = action(lambda x: (phi - F * x) * (1 - (phi - F * x) / gap),
               0, phi / F)
S_trap = action(lambda x: phi - F * x, 0, (phi - trap) / F)
T_heavy = transmission(E_F, phi, m_e / (1.1 * m_d), 1.1 * m_d)
T_side = transmission(E_F - 0.05, phi + g * 0.05, g)
T_soft = graded(0.3, E_F, E_F + phi, F, x_far, 1.0, slope_far)[0]
dE = np.linspace(-1.5, 2.0, 3501)
T_E = transmission(E_F + dE, phi - dE, g)
kT = sc.k * temp / sc.e
hot = simpson(T_E * expit(-dE / kT), x=dE)
cold = simpson(T_E[dE <= 1e-9], x=dE[dE <= 1e-9])
print("neglected effects, factor on the tunnelling probability:")
print(f"  image force, optical permittivity {eps_opt}: "
      f"{np.exp(two_S-S_img):.1f}")
print(f"  two-band dispersion, gap {gap} eV: {np.exp(two_S-S_gap):.1f}")
print(f"  dielectric mass 10% larger: {T_heavy/T_r:.3f}")
print(f"  interface graded over 0.3 nm: {T_soft/T_r:.3f}")
print(f"  0.05 eV of transverse energy: {T_side/T_r:.3f}")
print(f"  {temp:.0f} K, energy-summed normal flux: {hot/cold:.2f}")
print(f"  reaching a trap {trap} eV deep, before trap density: "
      f"{np.exp(two_S-S_trap):.0f}")
print("all assertions hold")
```

Output:

```
masses m_e, m_d: 1.0, 0.5 m0; ratio g = 2.0
Fermi energy 7.0 eV, barrier 3.0 eV, field 6.0 MV/cm
k = 13.555 /nm, kappa = 6.275 /nm, exit at 5.00 nm
flat step at 1.0 eV, k = 5.123 and 3.623 /nm
  right rule: T = 0.9706, R = 0.0294, sum = 1.0000
  wrong rule: T = 1.9411, R = 0.0294, sum = 1.9706
  graded 0.001 nm, no rule: T = 0.9706, R = 0.0294
box, 1.0 nm of each mass, two lowest levels in eV:
  right rule 0.1366, 0.4918; overlap size 2e-14
  wrong rule 0.1221, 0.5417; overlap size 0.2513
  energy minimization 0.1366, 0.4918
  wrong-rule norm of equal superposition: 0.749 to 1.251
injection at the Fermi level, normal incidence:
  right rule: T = 1.3592e-18, 1-R = 1.3592e-18
  wrong rule: T = 2.0692e-18, 1-R = 1.0346e-18
  wrong T/(1-R) = 2.0000
  wrong/right: dielectric flux 1.5223, electrode loss 0.7612
  other ordering: T = 1.0346e-18, 1-R = 1.0346e-18
  thick barrier: 2S = 41.830, T = 1.3583e-18, wrong/right = 1.5294
graded interface: width (nm), psi' ratio dielectric/electrode, T
  0.0100  0.52405  1.3594e-18
  0.0010  0.50214  1.3592e-18
  0.0001  0.50021  1.3592e-18
equal electrodes, 1.0 nm flat barrier of 3.0 eV:
  right rule: T = 1.4108e-05, inside flux = 1.4108e-05
  wrong rule: T = 8.2499e-06, inside flux = 1.6500e-05
  wrong/right T = 0.5848; T+R = 1 in both cases
J right = 2.460e-11 A/cm2, linearized = 2.514e-11 A/cm2
J wrong: dielectric 3.790e-11, electrode 1.895e-11 A/cm2
neglected effects, factor on the tunnelling probability:
  image force, optical permittivity 2.0: 22.0
  two-band dispersion, gap 8.0 eV: 160.5
  dielectric mass 10% larger: 0.129
  interface graded over 0.3 nm: 1.337
  0.05 eV of transverse energy: 0.122
  378 K, energy-summed normal flux: 2.48
  reaching a trap 1.0 eV deep, before trap density: 3135
all assertions hold
```
